# Why negative bias restores radiation-induced positive charge in SiO2

## What happens and why

A silicon dioxide film that has trapped holes under irradiation can lose most of its positive charge in an anneal under positive gate bias, and regain part of it when the bias is made negative. The part that returns had only been compensated; the defects that carry it were not removed. Electrons have tunnelled from the silicon onto these defects. Negative bias raises the defect levels relative to the silicon Fermi level, the electrons tunnel back out, and the positive charge is exposed again.

Let positive bias last a time $t_a$ and the following negative bias a time $t_r$. For a uniform defect density $n$, the restored charge per area, in units of the elementary charge $q$, is approximately

$$
N_{\rm rest}\simeq n\,e^{-rt_a}\int_0^{X_{\rm out}}\!\left[G(E_F^+ +q|F|x)-G(E_F^- -q|F|x)\right]dx. \tag{1}
$$

Here $r$ is the rate at which a compensated defect is truly repaired, $x$ is the distance from the silicon, and $X_{\rm out}$ is the depth from which electrons can leave in the time $t_r$. $G(E)$ is the fraction of defects with an electron level below $E$, $E_F^\pm$ are the silicon surface Fermi levels under the two biases, and $F$ is the oxide field. The three factors are the three reasons why restoration is partial: some defects have been repaired, some lie too deep, and some have levels that the bias cannot move across the Fermi level.

## Three states of one defect

The structure described here is one proposed picture of the oxide hole trap; the kinetics below need only the three states and cannot confirm it. In this picture the trapped hole sits at a strained or oxygen-deficient silicon–silicon bond. The bond opens, leaving a positively charged silicon atom next to a neutral one with an unpaired electron. In the charged state, called $+$, the defect carries charge $+q$. An electron from the silicon can join the unpaired one, making that atom negative. The positive atom is still there, but the pair is neutral overall: this is the compensated state, called $0$. From it the bond may close again, which gives the annealed state, called $A$.

A measurement of oxide charge does not distinguish $0$ from $A$, since both are neutral. A bias reversal does, because only $0$ holds an electron that can leave and expose a positive site. The model assumes that repair starts from $0$, that it is irreversible, and that every defect is in state $+$ when the anneal begins. Charge in interface traps is left out; in a measurement it must be separated from oxide charge.

## Why the sign of the bias matters

Measure each defect level $E$ from the silicon valence edge at the interface, and count $F$ as positive for positive gate bias. The potential then rises toward the gate and an electron's energy falls, so the level at depth $x$ is

$$
E(x)=E-qFx. \tag{2}
$$

A second shift occurs in the silicon. Positive bias draws electrons to the surface and brings the Fermi level near the conduction edge; negative bias draws holes and brings it near the valence edge. I take it to be at these edges, so that $E_F^+=1.1$ eV, the silicon gap, and $E_F^-=0$.

Let $k_{\rm in}$ and $k_{\rm out}$ be the rates of electron entry and exit. Detailed balance requires $k_{\rm in}/k_{\rm out}=\exp\{[E_F-E(x)]/k_BT\}$. Writing their sum as $\nu$ gives

$$
k_{\rm in}=\nu f,\qquad k_{\rm out}=\nu(1-f),\qquad
f=\frac{1}{1+e^{[E(x)-E_F]/k_BT}}. \tag{3}
$$

Spin degeneracy is omitted here and sized below. When $k_BT$ is small beside the spread of levels, the Fermi function acts as a step. Under positive bias a defect fills if $E-q|F|x<E_F^+$. Under negative bias $F=-|F|$, and it empties if $E+q|F|x>E_F^-$. A defect that does both satisfies

$$
E_F^- -q|F|x<E<E_F^+ +q|F|x, \tag{4}
$$

and the fraction that does so is the bracket in equation (1).

Most of these levels face the silicon gap, so transfer at constant energy is impossible. An entering electron comes from the conduction edge and gives its excess energy to vibrations of the defect. In the model a leaving electron drops into a hole at the valence edge; emission from high levels to the conduction edge is omitted and sized below. The exit can equally be called hole capture from the silicon, but no hole has to enter the oxide valence band.

## How deep the exchange reaches

Under a barrier $\varphi$, an electron of tunnelling mass $m$ obeys $\psi''=(2m\varphi/\hbar^2)\psi$. The decaying solution is $e^{-\kappa x}$. A transition rate is proportional to the squared coupling, so

$$
\nu(x)=\nu_0e^{-2\kappa x},\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar}. \tag{5}
$$

The attempt rate $\nu_0$ also absorbs the slowing due to atomic relaxation. It is taken to be the same for all levels, although in a real oxide it would depend on how much energy the defect vibrations must take up. Electrons enter from the conduction edge through a barrier of 3.1 eV and leave at the valence edge through 4.2 eV. With $m=0.42$ electron masses, $\kappa_{\rm in}=5.846$ and $\kappa_{\rm out}=6.804$ nm$^{-1}$.

A defect that only fills, or only empties, has made the transition by time $t$ with probability $1-e^{-\nu t}$. The equivalent fully switched depth is

$$
X(t)=\int_0^\infty(1-e^{-\nu(x)t})\,dx .
$$

Put $u=\nu_0te^{-2\kappa x}$, so that $dx=-du/(2\kappa u)$, and let $a=\nu_0t$. Integration by parts gives

$$
\begin{aligned}
2\kappa X&=\int_0^a\frac{1-e^{-u}}{u}\,du\\
&=(1-e^{-a})\ln a-\int_0^a e^{-u}\ln u\,du .
\end{aligned}
$$

The boundary term at $u=0$ vanishes because $u\ln u\to0$. For $a\gg1$ the last integral tends to $-\gamma$, where $\gamma=0.577$ is Euler's constant. Hence

$$
X(t)=\frac{\ln(\nu_0t)+\gamma}{2\kappa}. \tag{6}
$$

The depth grows with the logarithm of time. For $\nu_0=10^{12}$ s$^{-1}$ and $t=10^4$ s, the numerator is $36.84+0.58=37.42$. The fronts lie at $X_{\rm in}=37.42/11.69=3.20$ nm and $X_{\rm out}=37.42/13.61=2.75$ nm. Electrons can therefore enter defects from which, in an equal time, they cannot return.

If the two barriers were equal, the lag would be much smaller. Without repair, the probability of filling and then emptying is

$$
\begin{aligned}
(1-e^{-\nu t_a})(1-e^{-\nu t_r})={}&(1-e^{-\nu t_a})+(1-e^{-\nu t_r})\\
&-(1-e^{-\nu(t_a+t_r)}).
\end{aligned}
$$

Its depth integral is $X(t_a)+X(t_r)-X(t_a+t_r)$. For $t_a=t_r$ this is $X(t_a)-\ln2/(2\kappa)$. With $\kappa=\kappa_{\rm in}$ the loss is 0.06 nm out of 3.20 nm, or 2%. The higher exit barrier matters more than the finite time as such.

## Compensation followed by repair

Let $p_+$, $p_0$ and $p_A$ be the probabilities of the three states. Then

$$
\begin{aligned}
\dot p_+&=-k_{\rm in}p_++k_{\rm out}p_0,\\
\dot p_0&=k_{\rm in}p_+-(k_{\rm out}+r)p_0,\qquad \dot p_A=rp_0. 
\end{aligned}\tag{7}
$$

For a level well inside the window (4), positive bias makes $k_{\rm out}$ negligible and $k_{\rm in}=\nu$. The first equation gives $p_+=e^{-\nu t}$. Multiplying the second by $e^{rt}$ gives $d(p_0e^{rt})/dt=\nu e^{-(\nu-r)t}$, and integration from $p_0(0)=0$ yields

$$
p_0(t_a)=\frac{\nu}{\nu-r}\left(e^{-rt_a}-e^{-\nu t_a}\right)\simeq e^{-rt_a}. \tag{8}
$$

The approximation needs $\nu\gg r$ and $\nu t_a\gg1$, which hold well inside the filling front.

Under negative bias $k_{\rm in}$ is negligible and $k_{\rm out}=\nu$, now with $\kappa_{\rm out}$. A compensated defect either releases its electron or is repaired, so $p_0$ decays at the rate $\nu+r$. Integrating $\dot p_+=\nu p_0$ gives

$$
\Delta p_+=p_0(t_a)\frac{\nu}{\nu+r}\left(1-e^{-(\nu+r)t_r}\right). \tag{9}
$$

If repair during emptying is slow, this becomes $e^{-rt_a}(1-e^{-\nu t_r})$. Replacing the last factor by a step at $X_{\rm out}$, multiplying by the fraction in window (4) and integrating over depth gives equation (1). The result also requires $X_{\rm out}$ to lie well inside the filling front. If the negative step is so long that the emptying front overtakes the filling front, equation (1) counts defects that were never compensated.

For general $k_{\rm in}$ and $k_{\rm out}$, insert $e^{-\Gamma t}$ into the first two equations of (7). The determinant condition is $(k_{\rm in}-\Gamma)(k_{\rm out}+r-\Gamma)-k_{\rm in}k_{\rm out}=0$, or

$$
\Gamma^2-(k_{\rm in}+k_{\rm out}+r)\Gamma+k_{\rm in}r=0. \tag{10}
$$

The two roots give the solution at constant bias for any level. The "full" results below apply it in succession to each bias step and sum over depth and level by the trapezoidal rule, with no sharp front or window.

## How large the effect is

Consider a 50 nm oxide with $n=1.5\times10^{18}$ cm$^{-3}$ over the first 4.0 nm, or $6.0\times10^{11}$ charges per cm$^2$. It is held at $+1$ and then $-1$ MV/cm, for $10^4$ s each, at 373 K. The levels have a Gaussian distribution with mean 0.3 eV and standard deviation 0.4 eV. The repair rate is $r=10^{13}\,{\rm s}^{-1}\exp(-1.3\,{\rm eV}/k_BT)=2.77\times10^{-5}$ s$^{-1}$, so $e^{-rt_a}=0.758$.

A field of 1 MV/cm tilts the levels by 0.1 eV per nm. The bracket in equation (1) is $0.751$ at the interface, $0.853$ at half the exit depth and $0.921$ at $X_{\rm out}$. Simpson's rule gives its mean as $(0.751+4\times0.853+0.921)/6=0.847$. Hence

$$
\begin{aligned}
N_{\rm rest}&\simeq(1.5\times10^{18})(2.75\times10^{-7})(0.758)(0.847)\ {\rm cm}^{-2}\\
&=2.65\times10^{11}\ {\rm cm}^{-2}.
\end{aligned}
$$

The full sum gives $2.61\times10^{11}$ cm$^{-2}$; equation (1) is 1.5% above it.

To turn charge into gate voltage, use the flat-band condition, under which the field in the silicon is zero. By Gauss's law the oxide field is $(q/\epsilon)\int_0^xn_+(x')dx'$, where $n_+$ is the density of charged defects and $\epsilon$ is 3.9 times the vacuum permittivity. The gate voltage is minus its integral over the oxide thickness $t_{\rm ox}$. A charge at $x'$ contributes from $x'$ to $t_{\rm ox}$, so

$$
\Delta V=-\frac{q}{\epsilon}\int_0^{t_{\rm ox}}n_+(x)(t_{\rm ox}-x)\,dx. \tag{11}
$$

Two bias cycles give the values below. Each voltage is the shift that the charge present at the end of the step would cause if it stayed fixed during the reading.

| After | Charge ($10^{11}$ cm$^{-2}$) | $\Delta V$ (V) |
|---|---:|---:|
| irradiation | 6.00 | −1.34 |
| first positive step | 1.25 | −0.27 |
| first negative step | 3.86 | −0.86 |
| second positive step | 1.16 | −0.25 |
| second negative step | 3.11 | −0.69 |

The first anneal removes $4.75\times10^{11}$ cm$^{-2}$ of charge, and negative bias restores 55% of it. Of the $2.14\times10^{11}$ cm$^{-2}$ that does not return, $1.38\times10^{11}$ has been truly repaired by the end of the negative step. A further $0.38\times10^{11}$ is still compensated within the exit front, chiefly on low levels, and $0.38\times10^{11}$ is compensated beyond it. The last number follows from the gap between the fronts: $n(X_{\rm in}-X_{\rm out})=0.675\times10^{11}$ cm$^{-2}$, and these defects stay open to repair through both steps, which leaves a fraction $0.758^2=0.575$, or $0.39\times10^{11}$.

The second restoration is 0.748 times the first, close to $e^{-rt_a}=0.758$. Defects emptied by negative bias are back in state $+$, where the model allows no repair. Their repair clock runs only while they are compensated; had it run through both steps, the ratio would have been near 0.575.

Restoration is also slow in its last part. After $10^2$, $10^3$ and $10^4$ s of negative bias the full result is 2.29, 2.46 and $2.61\times10^{11}$ cm$^{-2}$. Most of the charge returns early because defects near the silicon respond fast. Equation (1) predicts a gain of $0.18\times10^{11}$ in each of the last two decades, while the full gains are 0.17 and 0.15. Repair competes with late emptying: differentiating (9) with respect to $t_r$ gives $p_0(t_a)\nu e^{-(\nu+r)t_r}$, whose depth integral carries the factor $e^{-rt_r}$. Levels near $E_F^-$, which stay partly occupied, also continue to be repaired.

## Which cause does the work

The model can be changed one feature at a time, with the other settings held fixed.

- **Positive bias continued.** The charge falls by another $0.09\times10^{11}$ cm$^{-2}$ and nothing returns. This matches the advance of the filling front, $n\ln2/(2\kappa_{\rm in})$.
- **Immediate repair.** If $r$ is raised by $10^5$, compensated defects are repaired within about a second, and the restored share is zero to the digits computed. The surviving defects are therefore necessary.
- **No repair.** The restored share rises to 73%. Depth and level energy account for the remaining loss.
- **Field reversal alone.** If the silicon Fermi level stays at the conduction edge, only 3% returns, or 2% if the exit barrier is also set to its conduction-edge value of 3.1 eV. The share depends on where the Fermi level is held: with the original barriers and attempt rate it is roughly 17% at midgap and 35% at the valence edge. At midgap the scarcity of carriers would slow the exchange and lower the share further.
- **Fermi-level swing alone.** If the field in the negative step is zero but the Fermi level still moves to the valence edge, 49% returns.

For these levels, and a Fermi level that swings between the two band edges, the change in the silicon surface thus does most of the work. The oxide field adds to it by raising low levels past the valence edge.

Injection of holes from the silicon into the oxide valence band is not a competing source at this field. A semiclassical tunnelling integral over a triangular barrier of 4.8 eV, with the same mass, gives a factor of roughly $10^{-200}$ for holes at the silicon valence edge. Thermally excited holes meet a lower barrier, but at 373 K their scarcity still keeps the combined factor near $10^{-64}$.

## Real oxides and the limits of the numbers

The thickness resembles that of gate oxides in power transistors, and the trap density and fields are rough typical values for an irradiated thermal oxide. The fields are far below breakdown, which is roughly 10 MV/cm. Oxides of a few nanometres fall outside the example, because their defects can also exchange electrons with the gate.

The result depends strongly on the repair energy, which was chosen so that repair is partial in $10^4$ s. A change of 0.1 eV alters $r$ by a factor $e^{0.1/0.0322}=22$ at this temperature, which moves the survival factor from 0.758 to 0.002 or to 0.99. The 55% is thus a property of the example and not a forecast for a device. Real defects also have a spread of repair energies: a Gaussian spread of 0.05 eV lowers the survival factor to 0.654, and the restored share to roughly 47%.

The assumed defect levels matter too. Moving their mean from 0.3 eV to 0 or −0.3 eV lowers the share to 40% or 22%, while a mean of 0.6 eV raises it to 62%. A difference between the attempt rates for entry and exit, which atomic relaxation could cause, is also important: slowing only the exit by a factor of 1000 gives 44%, and slowing only the entry gives 64%.

The following changes, made one at a time, matter less here:

- Fermi levels 0.1 eV inside the gap give a share of 51%.
- Adding the largest field of the trapped charge, 0.28 MV/cm, gives 54%.
- A spin degeneracy of two for the charged state gives 56%.
- A tunnelling mass of 0.50 gives 54 to 55%.
- Electrons on high levels can also leave under negative bias to the conduction edge, through the 3.1 eV barrier, at the rate $\nu_0e^{-2\kappa_{\rm in}x}/(1+e^{[1.1\,{\rm eV}-E(x)]/k_BT})$. Adding this channel gives 56% and lowers the charge compensated beyond the exit front from 0.38 to $0.33\times10^{11}$ cm$^{-2}$. It counts for more when the levels are high or the valence-edge exit is slow: 65 to 66% instead of 62% for a mean level of 0.6 eV, and 48% instead of 44% for the exit slowed by 1000.
- Equation (5) treats the oxide as having a conduction band only. Replacing $\varphi$ by $\varphi(1-\varphi/9\,{\rm eV})$ to include the valence band, with the mass adjusted to keep $\kappa_{\rm in}$, narrows the gap between the fronts from 0.45 to 0.15 nm and gives 61%.
- An attempt rate 1000 times lower for both entry and exit gives 54%, although the restored charge itself falls to $2.09\times10^{11}$ cm$^{-2}$.
- The field's tilt of the barrier changes the tunnelling exponents by −2.6% for entry and +1.6% for exit, which lowers the share to between 52 and 53%.
- If all compensated pairs were aligned dipoles 0.3 nm long, they would shift the voltage by about 5 mV.

The time and bias of the reading matter as well. In the example, three quarters of the first compensation takes place within one second of positive bias, so the measured share depends on the earlier bias and on when the first reading is taken. A reading at flat band also lets defects near the silicon exchange electrons. If it lasts 1 s at 300 K on n-type silicon, with the Fermi level at 0.85 eV, the charge after the first negative step falls from 3.86 to $1.8\times10^{11}$ cm$^{-2}$. If the scarcity of electrons at flat band lowers the attempt rate by a factor of $10^5$, it falls to $2.7\times10^{11}$ cm$^{-2}$. The reading acts the other way after the first positive step: at the full attempt rate, levels above the flat-band Fermi level empty and the charge rises from 1.25 to $1.45\times10^{11}$ cm$^{-2}$.

A real depth profile need not be uniform. Defects concentrated nearer the silicon would reduce the loss between the two fronts; a higher density between the fronts would increase it.

## What to do about it

A recovered threshold voltage after a positive-bias anneal does not by itself show that the oxide has been repaired. If the device will later see negative bias, apply negative bias after the anneal and measure the oxide charge again, with the interface-trap contribution separated. Keep the reading short and the same each time, because defects near the silicon can change their charge while it is made. Where other charge sources are excluded, the charge that returns is a lower limit on the defects that survived. A small return does not prove repair, since the survivors may lie too deep or too low in energy. Repeating the test with a longer negative step probes greater depth, but only logarithmically, and only while $rt_r$ is small. In the example at 373 K the restored charge is $2.64\times10^{11}$ cm$^{-2}$ after $3\times10^4$ s but falls to $2.60\times10^{11}$ after $10^5$ s, because partly occupied defects continue to be repaired. At 300 K this loss is negligible.

Repair needs temperature and time in the compensated state. In this model, reducing the survival factor to 0.1 at 373 K takes $\ln10/r=8.3\times10^4$ s of positive bias, about 23 hours. This holds for a single repair energy; with the Gaussian spread of 0.05 eV considered above, it takes nearly 70 hours, because the defects with the highest repair energies are slow. At 300 K, with the attempt rate unchanged, repair in $10^4$ s is negligible and 73% of the removed charge returns. With this repair energy, a room-temperature recovery under positive bias should not be taken as repair, even if little charge returns: for a mean level of −0.3 eV the share is only 30%, although the defects survive. Time spent under negative bias does little for defects that have been emptied, provided that repair does start from the compensated state.
